# Why an Ideal Two-Dimensional Exciton Binds Four Times More Strongly

**Question.** An electron and a hole attract each other with the same Coulomb force in a bulk semiconductor and in an ideally thin layer of it. Why is the exciton in the layer bound four times more strongly, and what has this to do with a principal quantum number that is shifted by one half?

**Answer.**

## What is being compared

Take isotropic parabolic bands with reduced mass $\mu$, and an attraction $-e^2/(4\pi\varepsilon_0\varepsilon r)$ with relative permittivity $\varepsilon$. Electron-hole exchange is left out. The centre of mass moves freely, and the relative motion has the Hamiltonian

$$
H=-\frac{\hbar^2}{2\mu}\nabla^2-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}.
$$

In the bulk, $\nabla^2$ acts on three coordinates. In the ideal layer, which has zero thickness, it acts on two. The values of $\mu$ and $\varepsilon$ and the $1/r$ law are the same in both.

The binding energy is measured from the lowest energy at which the pair can separate. In a layer this edge already contains the energy needed to confine each particle. The factor of four therefore concerns the distance of the exciton absorption line below its own continuum edge, not the position of the line relative to the bulk. Confinement can move the line up in energy while the binding grows.

The natural length and energy are

$$
a^*=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{\mu e^2},\qquad
\mathrm{Ry}^*=\frac{\hbar^2}{2\mu a^{*2}} .
$$

The first definition gives $e^2/(4\pi\varepsilon_0\varepsilon a^*)=\hbar^2/(\mu a^{*2})=2\,\mathrm{Ry}^*$. With lengths in $a^*$ and energies in $\mathrm{Ry}^*$, the Hamiltonian becomes

$$
H=-\nabla^2-\frac{2}{r}.
$$

No material parameter is left. Any difference between the two binding energies, in these units, must come from the number of dimensions $D$.

## The mechanism: the same kinetic cost, twice the attraction

Consider a pair with the wave function $\psi=e^{-r/s}$, where $s$ is the decay length. Integration by parts turns the kinetic energy into an integral over the squared gradient; the boundary terms vanish at the origin and at infinity. Since $|\nabla\psi|^2=\psi^2/s^2$ at every point,

$$
\langle T\rangle=\frac{\int|\nabla\psi|^2\,d^Dr}{\int\psi^2\,d^Dr}=\frac{1}{s^2}
$$

in any dimension. The potential energy does depend on dimension, because the volume element is proportional to $r^{D-1}dr$. From $\int_0^\infty r^n e^{-2r/s}dr=n!\,(s/2)^{n+1}$,

$$
\left\langle\frac1r\right\rangle
=\frac{\int_0^\infty r^{D-2}e^{-2r/s}dr}{\int_0^\infty r^{D-1}e^{-2r/s}dr}
=\frac{2}{(D-1)s},
\qquad
\langle V\rangle=-\frac{4}{(D-1)s}.
$$

In three dimensions $\langle V\rangle=-2/s$, and in two $\langle V\rangle=-4/s$. A spherical shell gains area as $r^2$, a ring gains length only as $r$. The planar pair thus has less of its probability at large distance, where the attraction is weak. At equal decay length it pays the same kinetic energy and gains twice the attraction.

At $s=1$ the bulk pair has kinetic energy 1, potential energy $-2$ and total energy $-1$. The planar pair has 1, $-4$ and $-3$. This accounts for a factor of three at fixed size. The rest comes from letting the planar pair contract. The total energy

$$
E(s)=\frac1{s^2}-\frac{4}{(D-1)s}
$$

is stationary when

$$
-\frac{2}{s^3}+\frac{4}{(D-1)s^2}=0,
\qquad\text{so}\qquad s=\frac{D-1}{2}.
$$

Then $1/s^2=4/(D-1)^2$ and $4/[(D-1)s]=8/(D-1)^2$, which gives

$$
E=-\frac{4}{(D-1)^2}=-\frac1{s^2}.
$$

The bulk pair stays at $s=1$ with $E=-1$. The planar pair shrinks to $s=1/2$, where its kinetic energy is 4, its potential energy $-8$ and its total energy $-4$.

These are true eigenvalues, not just variational estimates. Acting on the exponential with the Hamiltonian gives

$$
H e^{-r/s}=\left[-\frac1{s^2}+\frac{D-1}{sr}-\frac2r\right]e^{-r/s},
$$

and the two $1/r$ terms cancel at $s=(D-1)/2$. The function has no node, so it is the ground state.

The doubling of the attraction becomes a factor of four because Coulomb binding is quadratic in the coupling. If the potential is $-2g/r$, the substitution $r=x/g$ gives $H=g^2(-\nabla_x^2-2/x)$, so all energies scale as $g^2$. A bulk exciton with doubled attraction would also have a ground-state binding of $4\,\mathrm{Ry}^*$.

## The formula: where the half comes from

The decay length $s=(D-1)/2$ is the lowest value of a quantum number. To see this, all bound levels are needed.

**Angular part.** Write $\psi=R(r)Y$, where $Y$ depends on direction and $r^lY$ is a harmonic polynomial of degree $l$. Let $\Delta_\Omega$ be the angular part of the Laplacian on the unit sphere. Then

$$
0=\nabla^2(r^lY)=r^{l-2}\left[l(l-1)+(D-1)l+\Delta_\Omega\right]Y,
$$

so $\Delta_\Omega Y=-l(l+D-2)Y$. In three dimensions this is the usual $l(l+1)$. In two dimensions it is $l^2$, with $l=|m|$ for the functions $e^{im\varphi}$. The radial equation is

$$
-R''-\frac{D-1}{r}R'+\frac{l(l+D-2)}{r^2}R-\frac2rR=ER.
$$

**Removing the first derivative.** Put $R=r^{-p}u$ with $p=(D-1)/2$. Then

$$
R'=r^{-p}\left(u'-\frac{p}{r}u\right),\qquad
R''=r^{-p}\left(u''-\frac{2p}{r}u'+\frac{p(p+1)}{r^2}u\right).
$$

In $R''+(2p/r)R'$ the terms in $u'$ cancel, and the coefficient of $u/r^2$ is $p(p+1)-2p^2=-p(p-1)$. The complete coefficient of $u/r^2$ in the radial equation is therefore

$$
l(l+2p-1)+p(p-1)=(l+p)(l+p-1).
$$

With $L=l+p-1=l+(D-3)/2$ the equation reads

$$
-u''+\frac{L(L+1)}{r^2}u-\frac2ru=Eu.
$$

This is the familiar three-dimensional equation with $l$ replaced by $L$. For the bulk $L=l$. For the layer $L=|m|-\tfrac12$: the half has appeared, and it comes from the factor $r^{-(D-1)/2}$, that is, from the volume element.

For an s state, $L(L+1)$ is zero in three dimensions and $-\tfrac14$ in two. The planar equation thus contains an extra term $-1/(4r^2)$, which looks like an attraction. It is not a new force, but part of the kinetic energy written in terms of $u$. Without the Coulomb term it binds nothing, since the kinetic energy $\int_0^\infty r|R'|^2dr$ is never negative.

**Behaviour at the origin.** Near $r=0$, a trial power $u\sim r^\sigma$ requires $\sigma(\sigma-1)=L(L+1)$, so $\sigma=L+1$ or $\sigma=-L$. The first choice gives $R\sim r^l$, which is regular. The second gives $R\sim r^{-(l+D-2)}$. For the planar s state the two powers coincide, and the second solution is $R\sim\ln r$ instead. Its kinetic energy contains $\int r(1/r)^2dr=\int dr/r$, which diverges at the origin. In two and three dimensions the kinetic energy of the other singular solutions diverges more strongly, including that of $R\sim1/r$ in the bulk. The regular solution is the one to keep.

**Quantization.** For a bound state set $E=-k^2$ with $k>0$, and write $u=r^{L+1}e^{-kr}w(r)$. With $\sigma=L+1$,

$$
u''=r^\sigma e^{-kr}\left[w''+2\left(\frac{\sigma}{r}-k\right)w'+\left(\frac{\sigma(\sigma-1)}{r^2}-\frac{2k\sigma}{r}+k^2\right)w\right].
$$

On insertion, the $1/r^2$ terms cancel because $\sigma(\sigma-1)=L(L+1)$, and the $k^2$ terms cancel because $E=-k^2$. Multiplication of the remainder by $r$ gives

$$
rw''+2(L+1)w'-2krw'+2[1-k(L+1)]w=0.
$$

Insert $w=\sum_jc_jr^j$ and collect the coefficient of $r^j$. The first two terms contribute $(j+1)(j+2L+2)c_{j+1}$, and the others contribute $-2[k(j+L+1)-1]c_j$. Hence

$$
c_{j+1}=\frac{2[k(j+L+1)-1]}{(j+1)(j+2L+2)}\,c_j .
$$

If the series never ends, $c_{j+1}/c_j$ approaches $2k/j$, as for $e^{2kr}$. The factor $e^{-kr}$ cannot compensate this, and $u$ grows as $e^{kr}$ apart from a power of $r$. Such a function cannot be normalized.

For example, take the planar s state with $k=1.9$, slightly off the ground-state value of 2. Summing the series at $r=20$ and $r=30$ gives an average growth rate of $\ln|R|$ of 1.858 per $a^*$. The small deficit from 1.9 is due to the power. Inserting $u\sim e^{kr}r^b$ at large $r$ gives $2kb/r=-2/r$, so $b=-1/k$, and $R=r^{-1/2}u$ carries the power $-(1/k+\tfrac12)=-1.026$. Over this interval it lowers the average rate by $1.026\ln(1.5)/10=0.042$.

A bound state therefore needs a series that ends. If $c_{n_r}$ is the last nonzero coefficient, then $k(n_r+L+1)=1$, and

$$
E=-\frac1{N^2},\qquad N=n_r+l+\frac{D-1}{2},\qquad n_r=0,1,2,\ldots
$$

In three dimensions $N=n_r+l+1=n$, the usual principal quantum number. In two dimensions $N=n_r+|m|+\tfrac12$. If the planar levels are also counted from one, with $n=n_r+|m|+1$, then

$$
E_n^{3D}=-\frac{\mathrm{Ry}^*}{n^2},\qquad
E_n^{2D}=-\frac{\mathrm{Ry}^*}{(n-\frac12)^2}.
$$

The lowest $N$ is 1 in the bulk and $\tfrac12$ in the layer. Halving $N$ doubles $k$, which halves the decay length $1/k$ and multiplies the binding energy by four. This is the contraction found above from the energy balance.

## The factor belongs to the ground state

The shift is the same for every level, so it matters less as $n$ grows. The ratio of binding energies is

$$
\frac{E_n^{2D}}{E_n^{3D}}=\left(\frac{n}{n-\frac12}\right)^2,
$$

which equals 4 for $n=1$, 1.78 for $n=2$ and 1.44 for $n=3$, and tends to 1 for large $n$. Reduced dimension is thus not equivalent to a stronger charge: doubling the attraction in the bulk would multiply every level by four.

The difference shows in the s-state spectrum. The gap between the first two levels is $4-\tfrac49=\tfrac{32}{9}\,\mathrm{Ry}^*$ in the layer and $1-\tfrac14=\tfrac34\,\mathrm{Ry}^*$ in the bulk. To obtain the binding energy from a measured gap, one multiplies it by $\tfrac98$ in the ideal planar case and by $\tfrac43$ in the bulk case.

The formula also shows what happens if the dimension is lowered further. As $D\to1$, the lowest $N=(D-1)/2$ tends to zero and the binding $4/(D-1)^2$ grows without limit. The cause is again the volume element: $\int r^{D-2}dr$ then diverges at the origin. An ideal line with a bare $1/r$ attraction has no finite ground-state energy, and a finite cross-section is needed to set one.

## The numbers for a model semiconductor

Take the round values $\mu=0.05\,m_e$ and $\varepsilon=12$. With the hydrogen Rydberg energy $\mathrm{Ry}$ and Bohr radius $a_0$,

$$
\mathrm{Ry}^*=\frac{0.05}{12^2}\,\mathrm{Ry}=4.724\ \mathrm{meV},\qquad
a^*=\frac{12}{0.05}\,a_0=12.70\ \mathrm{nm}.
$$

The bulk exciton is bound by 4.72 meV and the ideal planar exciton by $4\times4.724=18.90$ meV.

The mean separation follows from the same integrals as before, $\langle r\rangle=Ds/2$. In the bulk it is $1.5\,a^*=19.05$ nm. In the layer, with $D=2$ and $s=\tfrac12$, it is $0.5\,a^*=6.35$ nm. The mean separation falls by a factor of three although the decay length falls by two; the remaining factor $\tfrac32$ is the ratio of the dimensions.

## How thin is thin enough?

A real layer has a width $d$. Suppose that its walls are impenetrable and that electron and hole each stay in the lowest subband, with density $(2/d)\sin^2(\pi z/d)$ across the layer. If $z$ now denotes their separation across the layer and $r$ their separation in the plane, the in-plane attraction is the average

$$
V(r)=-2\left\langle\frac{1}{\sqrt{r^2+z^2}}\right\rangle .
$$

It is weaker than $-2/r$ at every $r$, so in this model the binding is below $4\,\mathrm{Ry}^*$.

For a very thin layer the loss follows from first-order perturbation theory. The normalized planar ground state has the density $(8/\pi)e^{-4r}$. The change in the potential is concentrated at $r$ of the order of $|z|$, where this density is close to $8/\pi$. The integral needed is

$$
\int_0^\infty\left(\frac1r-\frac1{\sqrt{r^2+z^2}}\right)2\pi r\,dr
=2\pi\left[r-\sqrt{r^2+z^2}\right]_0^\infty=2\pi|z| .
$$

With the factor 2 of the potential, the loss of binding is

$$
\delta\approx2\cdot\frac8\pi\cdot2\pi\langle|z|\rangle=32\,\langle|z|\rangle ,
$$

in $\mathrm{Ry}^*$ with $|z|$ in $a^*$. This expression is also an upper bound on the loss in this model. Replacing the density by its largest value can only increase the first-order result, and the first-order energy is itself a variational upper bound on the ground-state energy.

Numerical integration over the two densities gives $\langle|z|\rangle=0.2067\,d$, so $\delta\approx6.6\,d/a^*$. The large coefficient makes the ideal limit demanding: $d$ must be small compared with $a^*/6.6$, about 2 nm here, for the loss to be small compared with $1\,\mathrm{Ry}^*$.

For finite widths the radial equation with $V(r)$ was diagonalized in a basis of 30 functions, each the same exponential multiplied by a different Laguerre polynomial:

- $d=1$ nm: binding 17.0 meV, or 3.60 times the bulk value;
- $d=5$ nm: binding 13.2 meV, or 2.79 times;
- $d=10$ nm: binding 10.8 meV, or 2.29 times.

At 1 nm the thin-layer law predicts a loss of $6.6\times1/12.70=0.52\,\mathrm{Ry}^*$, while the diagonalization gives $4-3.60=0.40\,\mathrm{Ry}^*$. At 10 nm the law would give a loss of more than $4\,\mathrm{Ry}^*$, which is the whole binding of the ideal planar exciton. It therefore says nothing there, even as a bound.

The smallest widths illustrate the model, not a real well. The two confinement energies add up to $\hbar^2\pi^2/(2\mu d^2)=(\pi a^*/d)^2\,\mathrm{Ry}^*$, which is 7.5 eV at $d=1$ nm and 0.30 eV at 5 nm. Barriers of a few tenths of an electronvolt cannot confine the particles to the narrowest layer, and parabolic bands do not extend to such energies. The wave functions then spread into the barriers, so the binding in a real well need not keep rising as the well is made thinner.

Fixing both particles in their lowest subbands restricts the wave function. By the variational principle, the diagonalized values therefore underestimate the binding of the same pair when it is free to mix subbands. In a wide well this mixing is essential, because it lets the pair recover its three-dimensional relative motion.

Two further conditions lie behind the factor of four. If the reduced mass or permittivity differs between layer and bulk, the definition of $\mathrm{Ry}^*$ changes the ratio to $4(\mu_{2D}/\mu_{3D})(\varepsilon_{3D}/\varepsilon_{2D})^2$. And if the surroundings screen differently from a layer of finite thickness, the attraction is no longer a pure $1/r$. The scaling and the recursion above then no longer apply, and neither the factor of four nor the sequence $1/(n-\tfrac12)^2$ can be assumed. In the limit of zero thickness a pure $1/r$ returns, because the field then runs entirely through the surroundings. The sequence holds again, but $\varepsilon_{2D}$ is the permittivity of the surroundings (the mean of the two sides if they differ), not that of the layer material. For a layer of much higher permittivity than its surroundings, this limit requires the thickness, multiplied by the ratio of the two permittivities, to be small compared with the exciton radius. A layer of finite thickness can be far from it.

All numerical values are calculated from the stated model.
